# Spin-projection coefficients for high-spin manganese with two radical ligands, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Derivation of the coefficients

### The error to be avoided

Suppose that a spectrum of a manganese complex with total spin 3/2 is fitted with a manganese hyperfine constant of $-308$ MHz. If that number is entered into a site model as the constant of the manganese ion itself, the site value is wrong by 40 percent of its true size. The fitted constant multiplies the total spin, whereas the site constant multiplies the manganese spin, and the two spins differ in length. For a nucleus on a ligand the same confusion gives the wrong sign as well as the wrong size.

The conversion requires two numbers. When a metal spin 5/2 and a ligand-pair spin 1 are coupled to total spin 3/2, the metal spin acts as $7/5$ of the total spin and the ligand-pair spin acts as $-2/5$ of it. These factors are derived below, together with the conditions under which they may be used.

### Spins, couplings and signs

All spins are measured in units of $\hbar$. The manganese ion is taken to be high-spin d$^5$, with spin $\mathbf S_M$ and quantum number $S_M=5/2$. Each of the two ligands is a radical with one unpaired electron, with spins $\mathbf s_1$ and $\mathbf s_2$ of quantum number 1/2. The ligand-pair spin and the total spin are

$$\mathbf S_L=\mathbf s_1+\mathbf s_2,\qquad \mathbf S=\mathbf S_M+\mathbf S_L .$$

The couplings are isotropic:

$$H=J_1\,\mathbf S_M\cdot\mathbf s_1+J_2\,\mathbf S_M\cdot\mathbf s_2+J'\,\mathbf s_1\cdot\mathbf s_2 .$$

With this sign a positive constant favours antiparallel spins. Constants defined through $-2J\,\mathbf S_A\cdot\mathbf S_B$ must be multiplied by $-2$ before they are used here.

A symbol such as $S$ without bold type is a quantum number, so that $\mathbf S^2$ has the value $S(S+1)$. The operator $P$ projects on the four states of the multiplet $S=3/2$, called the quartet. The statement to be shown is

$$P\,\mathbf S_M P=c_M\,P\,\mathbf S P,\qquad P\,\mathbf S_L P=c_L\,P\,\mathbf S P,$$

with $c_M=7/5$ and $c_L=-2/5$. It is an equation for all three components and for all matrix elements inside the quartet, so it is stronger than a statement about one expectation value.

### The quartet occurs once

Two spins 1/2 combine to $S_L=1$ or $S_L=0$. Coupling $S_L=1$ to $S_M=5/2$ gives total spins from $5/2-1$ to $5/2+1$ in unit steps, namely 3/2, 5/2 and 7/2. Coupling $S_L=0$ gives 5/2. The numbers of states agree: $6\times2\times2=24$ product states on one side, and $4+6+8+6=24$ on the other.

The spin 3/2 therefore appears once. This has a useful consequence. The Hamiltonian $H$ is a sum of scalar products, so it commutes with every component of $\mathbf S$. It cannot connect states of different total spin or of different $m$, the eigenvalue of $S_z$. For $S=3/2$ and a given $m$ there is a single state, and $H$ has nothing to mix it with. The quartet states are thus eigenstates of $H$ for any values of $J_1$, $J_2$ and $J'$, and they have $S_L=1$ even when $J_1\ne J_2$. The couplings decide where the quartet lies in energy, but they do not alter its spin coefficients.

The sextet, $S=5/2$, behaves differently because it occurs twice. To see the mixing, write

$$J_1\mathbf s_1+J_2\mathbf s_2=\frac{J_1+J_2}{2}(\mathbf s_1+\mathbf s_2)+\frac{J_1-J_2}{2}(\mathbf s_1-\mathbf s_2).$$

The difference $\mathbf s_1-\mathbf s_2$ changes sign when the radicals are exchanged, and so it connects the symmetric ligand triplet with the antisymmetric singlet. Unequal couplings then mix the two sextets. With $J'=10$ meV, the coefficient of radical 1 in the lowest sextet is 0.057 for $J_1=J_2=50$ meV, and $-0.122$ for $J_1=70$ meV and $J_2=30$ meV. In the quartet it is $-1/5$ in both cases, as derived below.

### Why one factor serves all components

The spin of a site rotates as a vector under the total spin. Because $\mathbf S_L$ commutes with $\mathbf S_M$, the commutator of a component of $\mathbf S$ with a component of $\mathbf V=\mathbf S_M$ comes from $\mathbf S_M$ alone:

$$[S_i,V_j]=[S_{M,i},S_{M,j}]=i\sum_k\epsilon_{ijk}V_k .$$

The same relation holds for $\mathbf V=\mathbf S_L$, $\mathbf s_1$ or $\mathbf s_2$. With $S_\pm=S_x\pm iS_y$ and $V_\pm=V_x\pm iV_y$, three consequences are needed. The first is

$$[S_+,V_+]=i[S_x,V_y]+i[S_y,V_x]=i(iV_z)+i(-iV_z)=0 .$$

The terms $[S_x,V_x]$ and $[S_y,V_y]$ vanish. The second is

$$[S_-,V_+]=i[S_x,V_y]-i[S_y,V_x]=-V_z-V_z=-2V_z .$$

The third is

$$[S_-,V_z]=[S_x,V_z]-i[S_y,V_z]=-iV_y+V_x=V_- .$$

Now take the first relation between the quartet states $|m\rangle$ and $|m+2\rangle$. The operator $S_+$ does not leave the multiplet, and both $S_+$ and $V_+$ raise $m$ by one. One intermediate state therefore survives in each term:

$$\langle m+2|S_+|m+1\rangle\langle m+1|V_+|m\rangle=\langle m+2|V_+|m+1\rangle\langle m+1|S_+|m\rangle .$$

Neither matrix element of $S_+$ is zero. Dividing by their product gives

$$\frac{\langle m+1|V_+|m\rangle}{\langle m+1|S_+|m\rangle}=\frac{\langle m+2|V_+|m+1\rangle}{\langle m+2|S_+|m+1\rangle}.$$

The ratio is the same on neighbouring rungs of the ladder, and hence on all of them. Call it $c$. Then $PV_+P=c\,PS_+P$.

The other components follow from the remaining commutators. Since $P$ commutes with $\mathbf S$, it can be placed on both sides of each relation:

$$PV_zP=-\tfrac12[S_-,PV_+P]=-\tfrac c2\,P[S_-,S_+]P=c\,PS_zP,$$

because $[S_-,S_+]=-2S_z$. In the same way,

$$PV_-P=[S_-,PV_zP]=c\,P[S_-,S_z]P=c\,PS_-P .$$

All components carry the factor $c$. It is real, because $V_z$ and $S_z$ are Hermitian and their diagonal elements are real.

The argument covers matrix elements inside one multiplet. The operator $\mathbf S_M$ also has elements between the quartet and the sextets. They do not enter $P\mathbf S_MP$, but they matter when an added interaction mixes multiplets, as discussed in Part 2.

### The value of the factor

The factor is found from the scalar product with $\mathbf S$. Since $\mathbf S$ keeps a state inside the quartet, a projector may be inserted between the two operators:

$$P\,\mathbf S_M\cdot\mathbf S\,P=\sum_i (PS_{M,i}P)(PS_iP)=c_M\,P\mathbf S^2P=c_M\,S(S+1)\,P .$$

The same scalar product also follows from the lengths of the three spins. Squaring $\mathbf S_L=\mathbf S-\mathbf S_M$ gives

$$\mathbf S_L^2=\mathbf S^2+\mathbf S_M^2-\mathbf S\cdot\mathbf S_M-\mathbf S_M\cdot\mathbf S .$$

The two cross terms are equal, because like components of $\mathbf S$ and $\mathbf S_M$ commute. Therefore

$$\mathbf S_M\cdot\mathbf S=\tfrac12\left(\mathbf S^2+\mathbf S_M^2-\mathbf S_L^2\right).$$

Each square has a definite value in the quartet. Equating the two expressions and dividing by $S(S+1)$ gives

$$c_M=\frac{S(S+1)+S_M(S_M+1)-S_L(S_L+1)}{2S(S+1)} .$$

For the spins considered here,

$$S(S+1)=\tfrac{15}{4},\qquad S_M(S_M+1)=\tfrac{35}{4},\qquad S_L(S_L+1)=2 .$$

The metal coefficient is

$$c_M=\frac{15/4+35/4-2}{15/2}=\frac{21/2}{15/2}=\frac75 .$$

Exchanging the labels $M$ and $L$ gives

$$c_L=\frac{15/4+2-35/4}{15/2}=\frac{-3}{15/2}=-\frac25 .$$

The sum is 1, as it must be, since the two site spins add up to $\mathbf S$.

The general formula holds for any multiplet with $S>0$ in which $S_M$ and $S_L$ are both definite. It was tested against projected spin matrices for the pairs $(5/2,1)$, $(2,1/2)$, $(3/2,1)$ and $(5/2,2)$, at every total spin that each pair allows. The coefficients agreed within $10^{-9}$.

### What a coefficient above one means

A coefficient is a ratio of spin vectors and not a share of a population. The metal spin is longer than the total spin and is partly cancelled by the ligands. Its projection on the total spin therefore exceeds the total, and the ligand projection points the other way.

The lowest total spin of an antiparallel pair shows this in general. Put $S_M=S+S_L$ in the formula. The numerator becomes

$$S(S+1)+(S+S_L)(S+S_L+1)-S_L(S_L+1)=2S(S+1+S_L),$$

so that, for $S>0$,

$$c_M=1+\frac{S_L}{S+1},\qquad c_L=-\frac{S_L}{S+1}.$$

With $S=3/2$ and $S_L=1$ the fraction is $1/(5/2)=2/5$, as before. With $S_L=0$ the metal coefficient is 1. If all the spins are made large in a fixed proportion, $S+1$ approaches $S$ and $c_M$ approaches $S_M/S$, which is the result for two rigid antiparallel arrows. For the present spins that picture would give $5/3$ and $-2/3$. The differences from $7/5$ and $-2/5$ come from the transverse fluctuations of the quantum spins, which the explicit state makes visible.

### The top state written out

Let $|m_M,m_L\rangle$ be a product state with the stated $z$ components and $S_L=1$. The quartet state with $m=3/2$ has the form

$$\psi=a\,|5/2,-1\rangle+b\,|3/2,0\rangle+d\,|1/2,1\rangle .$$

It is the top of its ladder, so $S_+\psi=0$. The rule $S_+|S,m\rangle=\sqrt{S(S+1)-m(m+1)}\,|S,m+1\rangle$ gives a factor $\sqrt5$ for raising $m_M$ from 3/2 to 5/2, and $\sqrt8$ for raising it from 1/2 to 3/2. Each step of the ligand triplet has the factor $\sqrt2$. Collecting the coefficients of $|5/2,0\rangle$ and $|3/2,1\rangle$ yields

$$\sqrt2\,a+\sqrt5\,b=0,\qquad \sqrt2\,b+\sqrt8\,d=0 .$$

Hence $b=-a\sqrt{2/5}$ and $d=-b/2$. The squares are $b^2=2a^2/5$ and $d^2=a^2/10$. Normalization requires $a^2(1+2/5+1/10)=3a^2/2=1$, and so

$$a^2=\tfrac23,\qquad b^2=\tfrac4{15},\qquad d^2=\tfrac1{15}.$$

The mean metal component is

$$\langle S_{M,z}\rangle=\tfrac52\cdot\tfrac23+\tfrac32\cdot\tfrac4{15}+\tfrac12\cdot\tfrac1{15}=\tfrac{21}{10},$$

and division by $m=3/2$ gives $7/5$. For the ligands, $\langle S_{L,z}\rangle=-2/3+1/15=-3/5$, which divided by 3/2 gives $-2/5$. This route uses neither the scalar product nor the general formula.

The simple picture with the metal fully up and both radicals down is the first component, and it has weight 2/3. The other third contains states in which the metal has given up one or two units of $m_M$ to the ligands.

### The two radicals separately

Let $X$ exchange the two radicals, so that $X\mathbf s_1X=\mathbf s_2$. The quartet contains the ligand triplet, which is symmetric, and therefore $XP=PX=P$. It follows that

$$P\mathbf s_1P=PX\mathbf s_1XP=P\mathbf s_2P .$$

The two equal operators add up to $-\tfrac25P\mathbf SP$, and each radical has the coefficient

$$c_1=c_2=-\tfrac15 .$$

This symmetry belongs to the quartet state and does not require the molecule to have two equivalent ligands. It holds for $J_1\ne J_2$, provided that the sites have the spins assumed and the couplings are isotropic.

## Part 2. Use, worked example and limits

### Results carried over

The metal spin is $\mathbf S_M$ with $S_M=5/2$. The radical spins $\mathbf s_1$ and $\mathbf s_2$ form the ligand-pair spin $\mathbf S_L$, and $\mathbf S=\mathbf S_M+\mathbf S_L$. The projector $P$ selects the quartet, $S=3/2$, which has $S_L=1$. Inside it, $\mathbf S_M$ acts as $c_M\mathbf S$ with $c_M=7/5$, $\mathbf S_L$ acts as $c_L\mathbf S$ with $c_L=-2/5$, and each radical spin acts as $-\mathbf S/5$. The couplings $J_1$, $J_2$ (metal–radical) and $J'$ (radical–radical) are positive when antiferromagnetic.

### When the quartet is the ground level

Take $J_1=J_2=J>0$. Squaring $\mathbf S=\mathbf S_M+\mathbf S_L$ and $\mathbf S_L=\mathbf s_1+\mathbf s_2$ expresses both scalar products through quantum numbers:

$$E=\frac J2\left[S(S+1)-\frac{35}4-S_L(S_L+1)\right]+\frac{J'}2\left[S_L(S_L+1)-\frac32\right].$$

The four levels are

$$E_{3/2}=-\tfrac72J+\tfrac14J',\qquad E_{5/2}^{(1)}=-J+\tfrac14J',$$

$$E_{5/2}^{(0)}=-\tfrac34J',\qquad E_{7/2}=\tfrac52J+\tfrac14J',$$

where the superscript is $S_L$. The quartet lies below both other levels with $S_L=1$ for any $J>0$. It lies below the ligand-singlet sextet if $-7J/2+J'/4<-3J'/4$, which means

$$J'<\tfrac72J .$$

Beyond this limit the radicals pair with each other and the ground level is a sextet with $c_M=1$. Diagonalization confirms the crossing: the ground level has four states at $J'/J=3.45$ and six at 3.55.

The example uses $J=50$ meV and $J'=10$ meV, well below the limit of 175 meV. The quartet energy is $-175+2.5=-172.5$ meV. The sextets lie at $-47.5$ and $-7.5$ meV, and the octet, $S=7/2$, lies at 127.5 meV. The first gap is $5J/2=125$ meV.

### Hyperfine constants

Let the manganese nucleus, with spin $\mathbf I$, couple to the metal spin through $a_M\mathbf S_M\cdot\mathbf I$. If this energy is small compared with the gap, first-order perturbation theory replaces the operator by its projection on the quartet:

$$P\,a_M\mathbf S_M\cdot\mathbf I\,P=A\,P\,\mathbf S\cdot\mathbf I\,P,\qquad A=\tfrac75a_M .$$

The rule to extract a site value is the inverse, $a_M=\tfrac57A$. The same factor multiplies each element of an anisotropic hyperfine tensor, because that interaction is also linear in $\mathbf S_M$. For a nucleus that couples to radical 1 through $a_1\mathbf s_1\cdot\mathbf I$, the constant in the quartet is $-a_1/5$. If a nucleus couples to several sites, the projected contributions are added with their signs.

With the intrinsic constant $a_M=-220$ MHz,

$$A=1.4\times(-220\ \text{MHz})=-308\ \text{MHz}.$$

A complete diagonalization of electron and nuclear spins, with zero-field splitting left out, tests the replacement. For $I=5/2$ the projected levels at zero field are

$$E_F=\frac A2\left[F(F+1)-\frac{15}4-\frac{35}4\right],\qquad F=1,2,3,4,$$

where $F$ is the quantum number of $\mathbf S+\mathbf I$. Their total spread is $|A|(20-2)/2=9|A|=2772$ MHz, and the complete matrix gives 2772.01 MHz. All 24 levels, measured from their common mean, agree within 0.1 MHz. Because $A$ is negative, $F=4$ lies lowest. This pattern requires a zero-field splitting much smaller than the hyperfine energy. For the value of $D$ used below the splitting is much larger, and the $F$ levels then do not describe the zero-field spectrum, although the factor $7/5$ in $A$ still applies.

Inside the quartet the metal spin acts as $7/5$ of the total spin and the ligand-pair spin as $-2/5$, so a fitted manganese hyperfine constant is multiplied by $5/7$ to obtain the site value. What remains is to treat broken-symmetry values, the $g$ value and zero-field splitting, and to estimate how anisotropy, field, temperature and covalency limit the use of these factors.
